# Edge-Dislocation Spacing in a Relaxed Germanium Film on Silicon

## Problem

A germanium film lies on a thick silicon crystal with a (001) surface. Along each of the two perpendicular in-plane $\langle110\rangle$ directions, the surface period is $a_f=0.400$ nm for relaxed germanium and $a_s=0.384$ nm for silicon. The film is fully relaxed: away from the interface, each crystal has its own period.

The misfit is carried by straight edge dislocations lying in the interface. Each has a Burgers vector in the interface plane, perpendicular to the dislocation line and one surface period long.

1. Find the mean distance $d$ between neighbouring parallel dislocations. In which crystal do the extra half-planes lie?
2. Write $d$ as a Burgers vector divided by a misfit, and decide which period belongs with which definition of misfit.
3. Show from the elastic field of a dislocation array that this spacing removes the misfit strain far from the interface.
4. What spacing would be needed if all the dislocations were of the 60° type?
5. How does the answer to part 1 change if (i) each period is uncertain by 0.0005 nm through rounding; (ii) the film retains one tenth of the misfit; (iii) the film relaxes 600 K above room temperature and is then cooled with its dislocations frozen in place? For (iii), use rough mean expansion coefficients of $4\times10^{-6}$ K$^{-1}$ for silicon and $7\times10^{-6}$ K$^{-1}$ for germanium.

## Solution

### 1. Counting planes

Take a length $L$ of interface along one $\langle110\rangle$ direction, much longer than either period. Count one vertical plane per surface period. In the diamond structure each period actually contains two equally spaced {220} atomic planes; this pair is counted as one plane throughout, and an edge dislocation with a Burgers vector of one period ends both members of the pair. Up to end effects of about one plane, the numbers of planes meeting the interface from the two sides are

$$N_s=\frac{L}{a_s},\qquad N_f=\frac{L}{a_f}.$$

Since $a_s<a_f$, silicon has more planes. The excess planes cannot continue into the germanium, so they end at the interface. The edge of a terminated plane is an edge dislocation, and the extra half-planes therefore lie in the silicon, below the interface.

Each dislocation of the stated type ends one plane. The number of dislocations in the length $L$ is thus $N_s-N_f$. By the definition of mean spacing it is also $L/d$, so

$$\frac{L}{d}=\frac{L}{a_s}-\frac{L}{a_f}.$$

Dividing by $L$ and putting the right-hand side over a common denominator gives

$$\frac1d=\frac{a_f-a_s}{a_fa_s},\qquad\text{so}\qquad d=\frac{a_fa_s}{a_f-a_s}.$$

With the given periods,

$$d=\frac{0.400\times0.384}{0.400-0.384}\ \text{nm}=\frac{0.1536}{0.016}\ \text{nm}=9.6\ \text{nm}.$$

**The edge dislocations are 9.6 nm apart.**

The same length appears as a coincidence of the two sets of planes:

$$24\times0.400\ \text{nm}=25\times0.384\ \text{nm}=9.6\ \text{nm}.$$

If a germanium plane and a silicon plane are aligned at one point, the next alignment comes after 24 germanium periods and 25 silicon periods. There is one extra silicon plane in between, as required.

Atoms near the interface do not stay at the positions of two rigid lattices. They shift to improve their bonding, which gathers the mismatch into the dislocation cores. As long as these shifts neither create nor remove planes, the count and the mean spacing are unchanged.

**Periods without a short coincidence.** The formula does not require a ratio as simple as 25:24. Number the germanium planes by $n$ and assign to each the nearest silicon plane. From one germanium plane to the next, the position measured in silicon periods advances by

$$\frac{a_f}{a_s}=1+f_s,\qquad f_s=\frac{a_f-a_s}{a_s}.$$

The index of the nearest silicon plane usually advances by one. Occasionally it advances by two, and one silicon plane is skipped. The average advance must be $1+f_s$, so a fraction $f_s$ of the steps contains a skip. The mean distance between skips is

$$\frac{a_f}{f_s}=\frac{a_fa_s}{a_f-a_s}=d.$$

When $1/f_s$ is not an integer, the gaps in this rigid-lattice construction contain one of the two neighbouring whole numbers of germanium periods. The individual gaps then differ by one period, while their mean still obeys the formula. For the periods given here, $1/f_s=24$ and the gaps are equal. Locating the skips explicitly in a row of 40 000 germanium planes gives a mean gap of 9.600 nm.

**Two directions.** An edge array relieves the misfit perpendicular to its lines and leaves the misfit along them. Full relaxation therefore needs a second array at right angles to the first. Both directions have the same periods, so both arrays have the same spacing. The ideal network has square cells with sides of 9.6 nm.

**Limits of the formula.** As $a_f$ approaches $a_s$, the denominator vanishes and $d$ grows without bound: matched crystals need no misfit dislocations. In the other direction, if $a_f=2a_s$, the formula gives $d=2a_s=a_f$, or one skipped plane for every film plane. The count is still right, but separate dislocations with good crystal between them no longer exist. The present spacing of 24 germanium periods leaves room for distinct cores if each core is only a few periods wide.

### 2. Burgers vector and misfit

The misfit can be referred to either crystal:

$$f_s=\frac{a_f-a_s}{a_s}=\frac{0.016}{0.384}=4.167\%,\qquad
f_f=\frac{a_f-a_s}{a_f}=\frac{0.016}{0.400}=4.000\%.$$

The result of part 1 can be grouped in two ways:

$$d=a_f\,\frac{a_s}{a_f-a_s}=\frac{a_f}{f_s},\qquad
d=a_s\,\frac{a_f}{a_f-a_s}=\frac{a_s}{f_f}.$$

The germanium period goes with the misfit referred to silicon, and the silicon period goes with the misfit referred to germanium. Both give 9.600 nm.

The other pairings do not reproduce the plane count. Using $a_s/f_s$ gives 9.216 nm, which is 4.0% below 9.6 nm. Using $a_f/f_f$ gives 10.000 nm, which is 4.2% above it. These deviations are of the size of the misfit itself, because the wrong period has been used once in the product $a_fa_s$. For a misfit of 0.1% the distinction would hardly matter; here it shifts the answer by about 0.4 nm.

### 3. The elastic field of the array

Take both crystals as isotropic, with the same shear modulus $\mu$ and Poisson ratio $\nu$, and treat them first as thick. Let $x$ run along the interface, perpendicular to the dislocation lines, and let $y$ point into the film. Tensile stress and strain are positive.

For one edge dislocation at the origin with its extra half-plane at $y<0$, the normal stresses are

$$\sigma_{xx}=D\,\frac{y(3x^2+y^2)}{(x^2+y^2)^2},\qquad
\sigma_{yy}=-D\,\frac{y(x^2-y^2)}{(x^2+y^2)^2},\qquad
D=\frac{\mu b}{2\pi(1-\nu)},$$

where $b$ is the length of the Burgers vector. The signs make sense: the material containing the extra half-plane is compressed along $x$, and the material above it is stretched.

Now place such dislocations at $x=0,\pm d,\pm2d,\dots$. Averaging the summed field over one period in $x$ is the same as integrating the field of one dislocation over all $x$ and dividing by $d$, since the shifted periods together cover the whole line. For $y>0$, put $x=yt$. Then

$$\langle\sigma_{xx}\rangle=\frac Dd\int_{-\infty}^{\infty}\frac{3t^2+1}{(1+t^2)^2}\,dt,\qquad
\langle\sigma_{yy}\rangle=-\frac Dd\int_{-\infty}^{\infty}\frac{t^2-1}{(1+t^2)^2}\,dt.$$

The substitution $t=\tan\theta$ gives the two integrals needed:

$$\int_{-\infty}^{\infty}\frac{dt}{(1+t^2)^2}=\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\frac\pi2,\qquad
\int_{-\infty}^{\infty}\frac{t^2\,dt}{(1+t^2)^2}=\int_{-\pi/2}^{\pi/2}\sin^2\theta\,d\theta=\frac\pi2.$$

Hence

$$\langle\sigma_{xx}\rangle=\frac Dd\left(\frac{3\pi}2+\frac\pi2\right)=\frac{2\pi D}{d},\qquad
\langle\sigma_{yy}\rangle=0.$$

The dislocations are long and straight, so there is no strain along their lines. In this plane-strain condition,

$$\varepsilon_{xx}=\frac{(1-\nu)\sigma_{xx}-\nu\sigma_{yy}}{2\mu}.$$

Inserting the averages and the value of $D$ gives

$$\langle\varepsilon_{xx}\rangle=\frac{1-\nu}{2\mu}\,\frac{2\pi}{d}\,\frac{\mu b}{2\pi(1-\nu)}=+\frac{b}{2d}\qquad(y>0).$$

Both stresses are odd in $y$, so the value below the interface is $-b/(2d)$. The strain jumps by $b/d$ from substrate to film, and the elastic constants have cancelled.

Far from the interface the local strain equals this average. The reason is that a stress function varying as $\phi(y)\cos kx$ obeys $(d^2/dy^2-k^2)^2\phi=0$. Its decaying solutions are $(A+B|y|)e^{-k|y|}$, and the smallest nonzero wave number of the array is $k=2\pi/d$. The ripple therefore dies out over a distance comparable with $d$.

Next consider the two crystals before any dislocations form, with both forced to the mean period

$$\bar a=\frac{a_f+a_s}2=0.392\ \text{nm}.$$

Define $\bar f=(a_f-a_s)/\bar a=4.082\%$. To first order in the misfit, the film has strain $-\bar f/2$ and the substrate $+\bar f/2$. The array adds $+b/(2d)$ and $-b/(2d)$. Both totals vanish if

$$\frac bd=\bar f.$$

Linear elasticity does not distinguish between the periods at this order, so the natural choice is $b=\bar a$. This gives

$$d_{\rm lin}=\frac{\bar a}{\bar f}=\frac{\bar a^2}{a_f-a_s}=9.604\ \text{nm}.$$

The small difference from part 1 can be traced. Since

$$\bar a^2=a_fa_s+\frac{(a_f-a_s)^2}{4},$$

division by $a_f-a_s$ gives

$$d_{\rm lin}=d+\frac{a_f-a_s}{4}=9.600\ \text{nm}+0.004\ \text{nm}.$$

Relative to $d$, the correction is of second order in the misfit. This closeness comes from the choice $b=\bar a$. Taking $b=a_s$ or $b=a_f$, which linear elasticity allows equally, gives $b/\bar f=9.41$ or 9.80 nm, so the elastic argument by itself fixes $d$ only to about 2%. The plane count contains no small-strain approximation and is the one to keep.

A direct numerical sum of the dislocation fields, with $b=\bar a$, $d=9.6$ nm and $\nu=0.28$, compares points at heights $3d$ above and below the interface. It gives a strain jump of 4.083%, which is $b/d$ for this choice of $b$, against the misfit $\bar f=4.082\%$.

For a thin film on a thick substrate, the misfit strain is not shared equally: force balance places nearly all of it in the film. The jump still has to be $b/d$, because the relative displacement of the two crystals along $x$ grows by $b$ over each distance $d$. The condition for zero mean strain in the film is therefore the same. In a film thinner than about $d$, however, the ripple reaches the free surface, and the strain vanishes only on average.

### 4. Dislocations of the 60° type

Let the dislocation line run along $[1\bar10]$. The in-plane direction perpendicular to it is $[110]$. If $a$ is the edge of the cubic unit cell, the surface period is $a/\sqrt2$.

The Burgers vector $\mathbf b=(a/2)[101]$ has length $a/\sqrt2$. Its component along the line is

$$\mathbf b\cdot\frac{[1\bar10]}{\sqrt2}=\frac{a}{2\sqrt2}.$$

The cosine of the angle between them is $(a/2\sqrt2)/(a/\sqrt2)=1/2$, so the angle is 60°. The component that relieves misfit is

$$\mathbf b\cdot\frac{[110]}{\sqrt2}=\frac{a}{2\sqrt2}=\frac12\,\frac{a}{\sqrt2},$$

which is half a surface period. Twice as many dislocations are needed, and the spacing becomes

$$d_{60}=\frac{a_f/2}{f_s}=4.8\ \text{nm}.$$

Of the twelve vectors of type $(a/2)\langle110\rangle$, two are pure edge for this line, with a misfit component of one full period in magnitude; eight are of the 60° type, with half a period; and two are pure screw, with none. For a given line sense, opposite vectors have opposite effects, so only those whose component has the right sign reduce the misfit.

If a fraction $q$ of the dislocations is of the 60° type and the rest are pure edge, the average relief per dislocation is $(1-q)+q/2=1-q/2$ periods. The mean spacing is then

$$d(q)=(1-q/2)\,d,$$

which runs from 9.6 nm at $q=0$ to 4.8 nm at $q=1$. A 60° dislocation also has a component normal to the interface and a screw component. These are assumed here to cancel on average along the array. If all the normal components had the same sign, they would tilt the film relative to the substrate.

### 5. How firm is the number?

**(i) Rounding.** The spacing depends on a small difference of two similar lengths. Differentiating $1/d=1/a_s-1/a_f$ gives

$$-\frac{\delta d}{d^2}=-\frac{\delta a_s}{a_s^2}+\frac{\delta a_f}{a_f^2},$$

and hence

$$\delta d=\left(\frac d{a_s}\right)^2\delta a_s-\left(\frac d{a_f}\right)^2\delta a_f=625\,\delta a_s-576\,\delta a_f.$$

An error in either period is magnified about 600 times. The worst case has errors of opposite sign, for which

$$|\delta d|\approx(625+576)\times0.0005\ \text{nm}\approx0.6\ \text{nm}.$$

Evaluating the full formula at the extreme periods gives a range from 9.03 to 10.24 nm. The value 9.6 nm follows from the periods as stated; if they are read as rounded values, its second figure is not secure.

**(ii) Incomplete relaxation.** Let the film retain a fraction $r$ of the period difference. Its actual period is $a_f'=a_f-r(a_f-a_s)$, so $a_f'-a_s=(1-r)(a_f-a_s)$. Plane counting with $a_f'$ in place of $a_f$ gives

$$d'=\frac{a_f'a_s}{(1-r)(a_f-a_s)}.$$

For $r=0.1$, $a_f'=0.3984$ nm and

$$d'=\frac{0.3984\times0.384}{0.0144}\ \text{nm}=10.62\ \text{nm}.$$

Fewer dislocations are needed because they carry only nine tenths of the misfit. As $r\to1$, the spacing diverges and the film is coherent with the substrate.

**(iii) Relaxation at high temperature.** At the growth temperature the periods are

$$a_s^{\rm hot}=0.384(1+0.0024)\ \text{nm}=0.38492\ \text{nm},$$

$$a_f^{\rm hot}=0.400(1+0.0042)\ \text{nm}=0.40168\ \text{nm}.$$

Germanium expands more, so the misfit is larger than at room temperature. Full relaxation there gives $d^{\rm hot}=9.23$ nm.

On cooling, the thick silicon sets the lateral contraction. With the number of dislocations fixed, their spacing shrinks with the silicon:

$$d^{\rm cold}=\frac{d^{\rm hot}}{1.0024}=9.20\ \text{nm}.$$

This is about 4% below 9.6 nm. The film period follows from the same plane count, $1/a_f^{\rm cold}=1/a_s-1/d^{\rm cold}$, which gives 0.40072 nm. This exceeds the relaxed room-temperature period of 0.400 nm, so the film is left with a tensile strain of 0.18%. A film that was fully relaxed when hot is not fully relaxed when cold.

### Comparison with real films

The stated periods correspond to cubic cell edges of about 0.566 nm for germanium and 0.543 nm for silicon, which are realistic. The expansion coefficients and the temperature rise are rough values for growth or annealing at about 900 K. Temperature-dependent coefficients average to about $3.7\times10^{-6}$ K$^{-1}$ for silicon and $7.2\times10^{-6}$ K$^{-1}$ for germanium over this range, which moves the results of (iii) to about 9.14 nm and 0.21%. Real interfaces can also depart from the model through the dislocation type: a sizeable share of 60° dislocations shortens the mean spacing, by up to a factor of two. Silicon mixed into the film acts the other way. If the relaxed period varies linearly with composition, a uniform film with 10% silicon has the period 0.3984 nm and, when fully relaxed, the 10.62 nm spacing found in (ii). The period of the real alloy lies about 0.0002 nm below the linear value, which raises this spacing by roughly 0.1 nm. Full relaxation is itself a thick-film limit. Dislocations cost energy, so even in equilibrium a flat film keeps a residual strain that falls roughly as the inverse of its thickness; a simple energy balance puts it near one tenth of the misfit at 10 nm, the case treated in (ii), and near one hundredth at 100 nm. Surface steps and uneven dislocation nucleation, which are not modelled here, can make individual gaps irregular. The value 9.6 nm is therefore the mean for a pure germanium film, fully relaxed at the temperature where the periods apply, with a pure edge network.

## Numbers as computed

```
Ge surface period: 0.400 nm
Si surface period: 0.384 nm
Period difference: 0.016 nm
Misfit relative to Si: 4.167 %
Misfit relative to Ge: 4.000 %
Edge-dislocation spacing, formula: 9.600 nm
Edge-dislocation spacing, row count: 9.600 nm
First coincidence: 9.600 nm
Ge periods in it: 24 (number)
Si periods in it: 25 (number)
Ge period / misfit to Si: 9.600 nm
Si period / misfit to Ge: 9.600 nm
Wrong pairing, Si period / misfit to Si: 9.216 nm
Wrong pairing, Ge period / misfit to Ge: 10.000 nm
Mean period used in elasticity: 0.392 nm
Misfit relative to mean period: 4.082 %
Strain jump from summed fields: 4.083 %
Spacing from linear elasticity: 9.604 nm
Spacing for 60-degree dislocations: 4.800 nm
Rounding allowance per period: 0.0005 nm
Smallest spacing from rounding: 9.03 nm
Largest spacing from rounding: 10.24 nm
Retained part of misfit: 10 %
Ge period with retained misfit: 0.3984 nm
Spacing with retained misfit: 10.62 nm
Rough Si expansion coefficient: 4 ppm/K
Rough Ge expansion coefficient: 7 ppm/K
Growth temperature above room: 600 K
Si period at growth: 0.38492 nm
Ge period at growth: 0.40168 nm
Relaxed spacing at growth: 9.23 nm
Frozen spacing after cooling: 9.20 nm
Ge period after cooling: 0.40072 nm
Tensile Ge strain after cooling: 0.18 %
```
